# Why Sub-Gap Mirror Absorption Hurts Thermophotovoltaics with Cool Emitters

A black emitter at temperature $T$ and a cell with band gap $E_g$ supply two energies, $kT$ and $E_g$. With $h$ and $c$, the first makes one power per unit area, $(kT)^4/(h^3c^2)$. The share of the emitter's power that lies above the gap is a pure number, so it can depend only on

$$x=\frac{E_g}{kT}.$$

The efficiency is also a pure number, the ratio of electrical power to heat supplied. If the cell absorbs a small fraction $A$ of the radiation below the gap, the extra heat is proportional to $A$ and to the power available there. Measured against the heat exchanged above the gap, it is $AR$, where $R$ is a ratio of two powers. If the electrical power does not change, the efficiency must be divided by $1+AR$. When emission by the cell is negligible, $R$ depends on $x$ alone.

This form shows that a small absorptance $A$ has to be compared with $1/R$. Absorption of 5% is a small correction if $R$ is about one and a large one if $R$ is about ten. That most photons lie below the gap does not settle the matter: energy has to be counted, and a bare majority is not enough.

## The model and its heat balance

The emitter and the cell are large parallel plates, separated by many thermal wavelengths, and all radiation leaving one reaches the other. The cell is held at $T_c<T$. It absorbs every photon above the gap. Below the gap it absorbs a constant fraction $A$, all of it in the rear mirror and without producing carriers. What it reflects returns to the emitter, which is black for now. There is no series resistance, edge loss or convection, and at first all recombination is radiative.

Isotropic radiation has $8\pi E^2/(h^3c^3)$ photon states per unit volume and energy, both polarizations included. The flux through a surface into one hemisphere is $c/4$ times the density. With chemical potential $\mu$, the photon flux above the gap is therefore

$$N(T,\mu)=\frac{2\pi}{h^3c^2}\int_{E_g}^{\infty}\frac{E^2\,dE}{e^{(E-\mu)/kT}-1}.$$

The corresponding power $P(T,\mu)$ has $E^3$ in place of $E^2$. The emitter has $\mu=0$. Above the gap, the cell's emission comes from electrons and holes whose quasi-Fermi levels are split by $qV$, so $\mu=qV$, with $qV<E_g$. The mirror's emission below the gap is ordinary thermal radiation with $\mu=0$.

Each absorbed photon yields one electron of current and each photon emitted by the cell costs one:

$$J(V)=q\,[N(T,0)-N(T_c,qV)].$$

The absorptance $A$ is absent. At fixed $T$, $T_c$ and $V$, mirror absorption leaves the electrical output $JV$ unchanged, and with it the voltage of maximum power.

The heat leaving the emitter does change. Above the gap the net exchange is

$$\Delta P_{\rm above}(V)=P(T,0)-P(T_c,qV).$$

Below the gap, let $\Delta P_{\rm sub}$ be the black-body power at $T$ minus that at $T_c$. The cell absorbs a fraction $A$ of what the emitter sends. By Kirchhoff's law it emits $A$ times the black-body power at $T_c$. The net exchange is $A\,\Delta P_{\rm sub}$, and

$$Q=\Delta P_{\rm above}(V)+A\,\Delta P_{\rm sub}.$$

Dividing $JV$ by $Q$ and taking $\Delta P_{\rm above}$ out of the denominator gives

$$\eta(V,A)=\frac{JV}{\Delta P_{\rm above}}\;\frac{1}{1+A\,\Delta P_{\rm sub}/\Delta P_{\rm above}}
=\frac{\eta(V,0)}{1+AR(V)},\qquad R(V)=\frac{\Delta P_{\rm sub}}{\Delta P_{\rm above}(V)}.$$

The relative loss is $1-1/(1+AR)=AR/(1+AR)$. For small $A$ it is $AR$, so $R$ is the factor by which the band imbalance amplifies the absorptance. The efficiency is halved when $AR=1$.

The division requires $\Delta P_{\rm above}>0$. This holds throughout the generating range, where $V\ge0$ and $J\ge0$. The emitter's photon occupation exceeds the cell's when $E/kT<(E-qV)/kT_c$, that is, when

$$E>E_*=\frac{qV}{1-T_c/T}.$$

Let $\Delta n(E)$ be the difference of occupations. Then $(E-E_*)\,\Delta n$ is never negative. Multiplying by $2\pi E^2/(h^3c^2)$ and integrating above the gap gives $\Delta P_{\rm above}-E_*J/q>0$. Since $E_*$ and $J$ are not negative, $\Delta P_{\rm above}$ is positive. The same inequality gives $JV<(1-T_c/T)\,\Delta P_{\rm above}$, so the model respects the Carnot limit.

## Why a cool emitter makes the ratio large

Neglect the cell's emission in both bands. With $t=E/kT$, the total power contains $\int_0^\infty t^3/(e^t-1)\,dt=\pi^4/15$, so the share above the gap is

$$F(x)=\frac{15}{\pi^4}\int_x^\infty\frac{t^3\,dt}{e^t-1}.$$

Expand $1/(e^t-1)=\sum_{n\ge1}e^{-nt}$ and integrate each term by parts three times:

$$F(x)=\frac{15}{\pi^4}\sum_{n=1}^{\infty}e^{-nx}\left(\frac{x^3}{n}+\frac{3x^2}{n^2}+\frac{6x}{n^3}+\frac{6}{n^4}\right).$$

The share below the gap is $1-F$, so the cold-cell ratio is

$$R_0=\frac{1-F}{F}=\frac1{F(x)}-1.$$

Because $F'(x)=-(15/\pi^4)\,x^3/(e^x-1)$ is negative, $R_0$ rises whenever the emitter is cooled at fixed gap. For large $x$ the $n=1$ term dominates:

$$R_0+1\simeq\frac{\pi^4}{15}\,\frac{e^x}{x^3+3x^2+6x+6}.$$

The exponential is the cause of the sensitivity. Useful photons come from the Wien tail of the spectrum, which empties quickly on cooling, while the power below the gap falls much more slowly. In the opposite limit, $x\ll1$, the integrand below the gap is nearly $t^2$, so $1-F\simeq(15/\pi^4)(x^3/3)$ and $R_0\simeq5x^3/\pi^4$. The mirror then hardly matters.

## Energy, not photon number

Every photon below the gap carries less than $E_g$ and every photon above it carries more. If $N_<$, $N_>$ and $P_<$, $P_>$ are the emitter's photon fluxes and powers in the two bands, then $P_<<E_gN_<$ and $P_>>E_gN_>$. Hence

$$\frac{P_<}{P_>}<\frac{N_<}{N_>},$$

and photon counting overstates the penalty in the cold-cell limit.

A majority of the power below the gap is not sufficient either. If the share of power below the gap is $p$, then $R_0=p/(1-p)$. At $p=1/2$ the relative loss is $A/(1+A)$, slightly less than $A$ itself. For 5% absorption to cost 20% of the efficiency, $AR_0$ must be $0.25$, so $R_0=5$ and $p=5/6$.

## A 1200 K emitter

Take the round parameters $E_g=0.70$ eV, $T_c=300$ K, $T=1200$ K and $A=0.05$, which represent no particular material. Then $x=6.77$. The emitter sends out 11.76 W/cm², of which 1.028 W/cm² lies above the gap and 10.73 W/cm² below it.

At the maximum-power voltage, 0.489 V, the current density is 1.173 A/cm² and the output is their product, 0.574 W/cm². The net exchange above the gap is 0.983 W/cm². Without mirror absorption,

$$\eta(0)=\frac{0.5736}{0.9832}=58.3\%.$$

The net black-body exchange below the gap is 10.684 W/cm², so the mirror takes up $0.05\times10.684=0.534$ W/cm². The emitter must now supply $0.983+0.534=1.517$ W/cm² for the same output:

$$\eta(0.05)=\frac{0.5736}{1.5174}=37.8\%.$$

In terms of the ratio, $R=10.684/0.9832=10.87$ and $AR=0.543$, which gives a relative loss of 35.2%. The heat to be removed from the cell rises from $0.9832-0.5736=0.4096$ to $1.5174-0.5736=0.9438$ W/cm². If the cooling cannot hold 300 K, the electrical output will no longer be independent of $A$.

The cold-cell ratio is 10.43, and the one-term formula gives 10.44. The full $R$ is larger because the biased cell returns some above-gap radiation, which reduces the useful net exchange from 1.028 to 0.983 W/cm². The cell's emission below the gap lowers $R$, but by less. Using the ratio of photon numbers, 33.1, would predict that 37.7% of the original efficiency survives; the heat balance gives 64.8%.

Even 1% absorption lowers the efficiency to 52.6%, a relative loss of 9.8%. The linear estimate $AR$ gives 10.9%, because it omits the growth of the denominator.

Changing only the emitter temperature, with the voltage reset to maximum power each time, separates the two regimes:

| $T$ (K) | Power below gap | $R$ | $\eta(0)$ | $\eta(0.05)$ |
|---:|---:|---:|---:|---:|
| 900 | 98.1% | 53.1 | 53.2% | 14.6% |
| 1200 | 91.3% | 10.9 | 58.3% | 37.8% |
| 1500 | 80.4% | 4.27 | 60.1% | 49.5% |
| 2000 | 60.8% | 1.60 | 59.7% | 55.3% |
| 2800 | 37.1% | 0.61 | 56.0% | 54.4% |

The efficiency with a perfect mirror varies by about seven percentage points over the table, while the efficiency with 5% absorption collapses at the cool end. At 2800 K, 62.2% of the photons are still below the gap, yet the relative loss is 2.95%. At 2000 K both the photons and the power lie mostly below the gap, and the loss is 7.4%. The hot rows are limits of the ideal model, not forecasts for a real cell. At 2800 K the current density would be 194 A/cm², and about 100 W/cm² of heat would have to be removed at 300 K. At that current a series resistance of only 10 mΩ cm², neglected here, would drop 1.9 V, more than the cell's own voltage. For this gap and cell temperature, 5% absorption halves the maximum-power efficiency at 1062 K.

These efficiencies were also obtained by integrating over the spectrum while following the energy through successive reflections. The retained fractions agree with $1/(1+AR)$ within a relative tolerance of $10^{-6}$. The numerical output below gives further digits.

## Changing the voltage does not remove the loss

The voltage of greatest efficiency is not that of greatest power. Setting the derivative of $\ln(JV/Q)$ to zero gives

$$\frac{1}{JV}\frac{d(JV)}{dV}=\frac{1}{Q}\frac{dQ}{dV}=-\frac{1}{Q}\frac{dP(T_c,qV)}{dV}<0.$$

At the efficiency optimum the output is already falling with voltage, so this optimum lies above the maximum-power voltage. Mirror absorption enlarges $Q$ and weakens the right-hand side, which draws the optimum back toward maximum power.

The possible gain from retuning is limited. Since $P(T_c,qV)$ grows with $V$, $\Delta P_{\rm above}$ falls and $R(V)$ rises, so $R(V)\ge R(0)$ for $V\ge0$. Let $V_A$ be the best voltage at absorptance $A$, and let $\eta^*$ denote an efficiency optimized over voltage. Then

$$\eta^*(A)=\frac{\eta(V_A,0)}{1+AR(V_A)}\le\frac{\eta^*(0)}{1+AR(0)}.$$

In the example the optimum moves from 0.529 V without absorption to 0.507 V with it, and the efficiencies there are 61.1% and 38.3%. The retained fraction is 0.626, below the bound of 0.658. Retuning the absorbing cell gains less than half a percentage point over maximum-power operation.

## What a selective emitter can repair

Let the emitter now have emissivity $e$ above the gap and $s$ below it. Of the black-body power below the gap, it emits a fraction $s$. The cell absorbs $A$ of this at the first incidence. The rest returns, and the emitter reflects a fraction $1-s$ of it for another attempt. Summing the attempts gives

$$f=sA\sum_{m=0}^{\infty}[(1-s)(1-A)]^m=\frac{sA}{1-(1-s)(1-A)}=\frac{sA}{s+A-sA}.$$

The expression is symmetric in $s$ and $A$, so it also governs radiation from the mirror to the emitter, and the net exchange is $f\,\Delta P_{\rm sub}$. Above the gap, the cell absorbs everything at first incidence. Of its own emission, the emitter absorbs a fraction $e$ and the rest returns to the cell. The net photon and energy exchanges are both multiplied by $e$. In the radiative limit $J$ and $\Delta P_{\rm above}$ thus scale together, $\eta(V,0)$ is unchanged, and

$$\eta(V,A)=\frac{\eta(V,0)}{1+(f/e)R(V)}.$$

For a gray emitter with $e=s=g$, the factor is $f/g=A/(g+A-gA)$, which grows as $g$ falls. The useful exchange falls in proportion to $g$, whereas unwanted radiation gets repeated chances to be absorbed in the mirror. With $g=0.5$ and $A=0.05$ the factor is $0.095$, and the efficiency drops from 37.8% to 28.7%.

For a selective emitter with $e=1$, the smaller of $s$ and $A$ controls the loss: $f\simeq A$ when $s\gg A$, and $f\simeq s$ when $s\ll A$. Lowering $s$ from 1 to 0.1 reduces $f$ only from 0.050 to 0.034, and the efficiency recovers to 42.4%. At $s=0.01$ it reaches 53.5%. At $s=0$ it returns to 58.3% although the mirror still absorbs 5% of any sub-gap light that strikes it. Within this model the mirror does harm only through the radiation supplied to it below the gap. A real rear mirror also absorbs part of the luminescence emitted inside the cell above the gap. That loss is left out here. It acts like the non-radiative recombination treated below, so in a real cell a poorer mirror lowers the electrical output as well.

## Where the simple ratio needs amendment

Non-radiative recombination adds a current loss but, for a black emitter, leaves the radiative heat balance at a given voltage unchanged. Let a fraction $Y$ of the bias-induced recombination produce emitted photons. The current then loses a further $q(1/Y-1)[N(T_c,qV)-N(T_c,0)]$. For $Y=0.01$ the maximum-power efficiency without mirror absorption falls to 42.3%, and with $A=0.05$ it is 27.8%. The retained fraction, 0.658, is close to the radiative value of 0.648. The small difference arises because the poorer cell operates at a lower voltage, where $R(V)$ is smaller. With a non-black emitter this extra current loss does not scale with $e$, so the cancellation that left $\eta(V,0)$ unchanged fails.

If the absorptance varies with photon energy and the emitter is black, $A$ must be replaced by its average weighted with the net spectral power below the gap. With a non-black emitter, $f$ has to be formed at each energy before averaging, because it is not linear in $A$.

The return of reflected light is essential. Suppose that only a fraction $r$ of it reaches the black emitter, and neglect emission from the cell and surroundings below the gap. The emitter then loses a fraction $1-r(1-A)$ of its sub-gap power. For $A=0.05$ and $r=0.95$ this is $0.0975$, nearly twice the absorptance of the mirror. Losing reflected sub-gap light on its way back therefore adds to the heat demand much as absorption in the mirror does, and it too is costly when the emitter is cool. Light that escapes through the edges on its way to the cell does further harm, because the part above the gap would have produced current. At separations comparable with the thermal wavelength, evanescent waves carry additional power, and the far-field fluxes used here no longer apply.

## Computed values

```
Gap: 0.70 eV; cell: 300 K; emitter: 1200 K
Main sub-gap absorptance A: 0.05
Gap / emitter thermal energy x: 6.769
Total black-body power: 11.758 W/cm^2
Emitter power above gap: 1.0283 W/cm^2
Emitter power below gap: 10.730 W/cm^2
Cell black-body power below gap: 0.0459 W/cm^2
Open-circuit voltage: 0.5664 V
Maximum-power voltage: 0.4891 V
Current density there: 1.1726 A/cm^2
Electrical output: 0.5736 W/cm^2
Net above-gap heat: 0.9832 W/cm^2
Net sub-gap black-body power: 10.684 W/cm^2
Sub-gap heat absorbed at main A: 0.5342 W/cm^2
Total emitter heat at main A: 1.5174 W/cm^2
Band ratio R: 10.866; A*R: 0.5433
Traced relative slope at A=0: -10.865
A=0.00: efficiency 58.34 %, relative loss 0.00 %
A=0.01: efficiency 52.62 %, relative loss 9.80 %
A=0.02: efficiency 47.92 %, relative loss 17.85 %
A=0.05: efficiency 37.80 %, relative loss 35.20 %
A=0.10: efficiency 27.96 %, relative loss 52.08 %
Temperature scan at A=0.05; shares are below the gap:
900 K: photons 99.5 %, power 98.1 %, R 53.070
  efficiency 53.22 -> 14.57 %, relative loss 72.63 %
1200 K: photons 97.1 %, power 91.3 %, R 10.866
  efficiency 58.34 -> 37.80 %, relative loss 35.20 %
1500 K: photons 92.2 %, power 80.4 %, R 4.267
  efficiency 60.09 -> 49.52 %, relative loss 17.58 %
2000 K: photons 80.8 %, power 60.8 %, R 1.604
  efficiency 59.72 -> 55.29 %, relative loss 7.43 %
2800 K: photons 62.2 %, power 37.1 %, R 0.607
  efficiency 56.00 -> 54.35 %, relative loss 2.95 %
R without cell emission: 10.434; one-term value: 10.439
Photon-number ratio: 33.10; its wrong retained fraction: 0.3767
True retained fraction: 0.6480
Halving temperature at main A: 1062.0 K; x there: 7.649
Efficiency optimum, A=0.00: 0.5290 V, 61.14 %
Efficiency optimum, A=0.05: 0.5073 V, 38.25 %
Optimized retained fraction: 0.6256; upper bound: 0.6581
Emitter comparison at main temperature and A:
e=1.00, s=1.00: f=0.05000, efficiency 37.80 %
e=0.50, s=0.50: f=0.04762, efficiency 28.67 %
e=1.00, s=0.10: f=0.03448, efficiency 42.44 %
e=1.00, s=0.01: f=0.00840, efficiency 53.46 %
e=1.00, s=0.00: f=0.00000, efficiency 58.34 %
Radiative yield 0.01: voltage 0.3765 V, efficiency 42.32 -> 27.85 %
Its retained fraction: 0.6580
```
